# Surface-diffusion breakup of a cylindrical filament, derived in two ways: test program

```python
"""
Surface diffusion on a solid cylinder: normal speed = B * surface Laplacian of K.
K is the sum of principal curvatures, R the radius, k the axial wavenumber,
n the angular mode number and x = k R. Result under test:
  growth rate = -(B/R^4) (x^2+n^2) (x^2+n^2-1),
with the fastest growth at wavelength 2 pi sqrt(2) R and rate B/(4 R^4).
Dimensionless calculations use R = 1 and B = 1.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import k as k_B, e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

ideal_wave = 2*np.pi*np.sqrt(2)


def growth_formula(x, n=0):
    return -(x*x + n*n)*(x*x + n*n - 1)


# Full three-dimensional geometry, before any linearization.
theta, z, rho, eps, wave, ang = sp.symbols(
    "theta z rho eps wave ang", real=True)
f = 1 + eps*sp.cos(ang*theta)*sp.cos(wave*z)
ft, fz = sp.diff(f, theta), sp.diff(f, z)
S = sp.sqrt(1 + ft**2/rho**2 + fz**2)
# Curvature is the divergence of the outward unit normal.
K = (sp.diff(rho/S, rho)/rho - sp.diff(ft/(rho*S), theta)/rho
     - sp.diff(fz/S, z)).subs(rho, f)
E, F, G = f**2 + ft**2, ft*fz, 1 + fz**2
root_g = sp.sqrt(f**2*(1 + fz**2) + ft**2)
Kt, Kz = sp.diff(K, theta), sp.diff(K, z)
radial_speed = (sp.diff((G*Kt - F*Kz)/root_g, theta)
                + sp.diff((E*Kz - F*Kt)/root_g, z))/f
speed_3d = sp.lambdify((theta, z, eps, wave, ang), radial_speed,
                       modules="mpmath", cse=True)
mp.mp.dps = 45
geometry_error = 0.0
for n_test, x_test in [(0, 0.6), (0, 1.3), (1, 0.5), (2, 0.7)]:
    t0, z0, small = mp.mpf("0.31"), mp.mpf("0.43"), mp.mpf("1e-12")
    xx = mp.mpf(str(x_test))
    shape = mp.cos(n_test*t0)*mp.cos(xx*z0)
    measured = float(speed_3d(t0, z0, small, xx, n_test)/(small*shape))
    error = abs(measured - growth_formula(x_test, n_test))
    geometry_error = max(geometry_error, error)
assert geometry_error < 1e-8


def derivative_matrix(length, points):
    """Periodic spectral derivative; an odd point count has no Nyquist mode."""
    freq = 2*np.pi*np.fft.fftfreq(points, d=length/points)
    transformed = np.fft.fft(np.eye(points), axis=0)
    return np.fft.ifft(1j*freq[:, None]*transformed, axis=0).real


def surface_speed(r, D, gibbs=0.0):
    """Nonlinear axisymmetric radial speed; gibbs sets exponential density."""
    slope = D @ r
    stretch = np.sqrt(1 + slope**2)
    curvature = 1/(r*stretch) - (D @ slope)/stretch**3
    potential = curvature if gibbs == 0 else np.exp(gibbs*curvature)/gibbs
    return D @ (r/stretch*(D @ potential))/r


def measured_growth(wavelength, gibbs=0.0):
    points, amp = 33, 1e-4
    D = derivative_matrix(wavelength, points)
    shape = np.cos(2*np.pi*np.arange(points)/points)
    change = (surface_speed(1 + amp*shape, D, gibbs)
              - surface_speed(1 - amp*shape, D, gibbs))/(2*amp)
    return 2*np.mean(change*shape)


search = minimize_scalar(lambda w: -measured_growth(w),
                         bounds=(6.5, 20), method="bounded",
                         options={"xatol": 1e-6})
found_wave, found_rate = search.x, -search.fun
assert abs(found_wave - ideal_wave) < 2e-3
assert abs(found_rate - 0.25) < 1e-5

# Diagonalize small disturbances of a long periodic cylinder.
long_length, points = 100.0, 161
D = derivative_matrix(long_length, points)
jac = np.empty((points, points))
for j in range(points):
    bump = np.zeros(points)
    bump[j] = 1e-5
    jac[:, j] = (surface_speed(1 + bump, D)
                 - surface_speed(1 - bump, D))/2e-5
assert np.max(np.abs(jac - jac.T)) < 1e-3
values, vectors = np.linalg.eigh((jac + jac.T)/2)
leading_mode = int(np.argmax(np.abs(np.fft.rfft(vectors[:, -1]))))
unstable_count = int(np.sum(values > 1e-3))
assert leading_mode == round(long_length/ideal_wave)
assert unstable_count == 2*int(long_length/(2*np.pi))


# Surface energy at fixed volume; tilt energy is 1 + g sin(tilt)^2.
def excess_energy(x, g=0.0):
    amp = 3e-3
    phase = 2*np.pi*np.arange(256)/256
    r = np.sqrt(1 - amp**2/2) + amp*np.cos(phase)
    slope2 = (amp*x*np.sin(phase))**2
    density = (1 + g*slope2/(1 + slope2))*np.sqrt(1 + slope2)
    return (np.mean(r*density) - 1)/amp**2


for x_test in (0.8, 1.2):
    assert abs(excess_energy(x_test) - (x_test**2 - 1)/4) < 1e-4
assert excess_energy(0.98) < 0 < excess_energy(1.02)
tilt_g = 0.25
stiffness_ratio = 1 + 2*tilt_g
aniso = minimize_scalar(lambda x: x*x*excess_energy(x, tilt_g),
                        bounds=(0.2, 1.0), method="bounded",
                        options={"xatol": 1e-7})
aniso_wave = 2*np.pi/aniso.x
assert abs(aniso_wave/(ideal_wave*np.sqrt(stiffness_ratio)) - 1) < 1e-3

# Rough round parameters for a bare metal bridge in an open gap.
R, L = 2e-9, 20e-9
gamma, volume_atom = 1.0, 0.017e-27
D0, barrier_eV, T = 1e-7, 0.40, 300.0
site_density = volume_atom**(-2/3)


def transport(temp):
    diffusion = D0*np.exp(-barrier_eV*charge/(k_B*temp))
    coefficient = (diffusion*gamma*volume_atom**2*site_density
                   / (k_B*temp))
    return diffusion, coefficient


Ds, B = transport(T)
tau = R**4/(B*found_rate)
hot_T = 358.0
hot_tau = R**4/(transport(hot_T)[1]*found_rate)
gibbs = gamma*volume_atom/(R*k_B*T)
gibbs_factor = np.exp(gibbs)
gibbs_search = minimize_scalar(lambda w: -measured_growth(w, gibbs),
                               bounds=(6.5, 20), method="bounded",
                               options={"xatol": 1e-6})
assert abs(gibbs_search.x - ideal_wave) < 2e-3
assert abs(-gibbs_search.fun/(0.25*gibbs_factor) - 1) < 1e-4
seed = np.sqrt(k_B*T/gamma)
seed_ratio = seed/R


# Nonlinear thinning from a thermal-size seed to a neck of 0.3 R.
neck_stop = 0.3


def thinning_run(points):
    D = derivative_matrix(ideal_wave, points)
    phase = 2*np.pi*np.arange(points)/points
    start = 1 - seed_ratio*np.cos(phase)

    def neck(t, r):
        return r[0] - neck_stop
    neck.terminal = True
    neck.direction = -1
    run = solve_ivp(lambda t, r: surface_speed(r, D), (0, 40), start,
                    method="BDF", rtol=1e-7, atol=1e-9, events=neck)
    assert run.success and len(run.t_events[0]) == 1
    end = run.y_events[0][0]
    volume_error = abs(np.mean(end**2)/np.mean(start**2) - 1)
    area_start = np.mean(start*np.sqrt(1 + (D @ start)**2))
    area_end = np.mean(end*np.sqrt(1 + (D @ end)**2))
    assert volume_error < 1e-4
    assert area_end < area_start
    return run.t_events[0][0], volume_error, area_end/area_start


coarse_time = thinning_run(49)[0]
neck_time, volume_error, area_ratio = thinning_run(65)
assert abs(coarse_time/neck_time - 1) < 0.01
linear_neck_time = np.log((1 - neck_stop)/seed_ratio)/found_rate
assert 0.6 < neck_time/linear_neck_time < 1.2

# Ends with right-angle contact and no flux admit half-wave modes.
modes = np.arange(1, 8)
mode_rates = np.array([measured_growth(2*L/(m*R)) for m in modes])
best_mode = int(modes[np.argmax(mode_rates)])
best_mode_tau = R**4/(B*np.max(mode_rates))

bead_radius = (0.75*R**2*ideal_wave*R)**(1/3)
shear_modulus = 40e9
# Long-wave cavity stiffness 2G/R against capillary drive gamma/(2R^2).
elastic_ratio = (2*shear_modulus/R)/(gamma/(2*R**2))
barrier_error = 0.05

print(f"3D geometry, largest rate error: {geometry_error:.1e} B/R^4")
print(f"Fastest wavelength, formula: {ideal_wave:.4f} R")
print(f"Fastest wavelength, numerical search: {found_wave:.4f} R")
print(f"Largest growth rate, numerical: {found_rate:.5f} B/R^4")
print(f"Long test cylinder length: {long_length:.0f} R")
print(f"Leading mode, whole waves in it: {leading_mode}")
print(f"Unstable modes (sine and cosine): {unstable_count}")
print(f"Radius R: {R*1e9:.1f} nm")
print(f"Filament length L: {L*1e9:.1f} nm")
print(f"Surface energy: {gamma:.1f} J/m2")
print(f"Atomic volume: {volume_atom*1e27:.3f} nm3")
print(f"Surface site density: {site_density*1e-18:.2f} nm^-2")
print(f"Diffusion prefactor: {D0*1e4:.1e} cm2/s")
print(f"Migration energy: {barrier_eV:.2f} eV")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy: {k_B*T/charge:.5f} eV")
print(f"Surface diffusion coefficient: {Ds*1e4:.3e} cm2/s")
print(f"Coefficient B: {B*1e36:.3e} nm4/s")
print(f"Critical wavelength: {2*np.pi*R*1e9:.2f} nm")
print(f"Fastest wavelength: {ideal_wave*R*1e9:.2f} nm")
print(f"Growth time (factor e): {tau*1e3:.3f} ms")
print(f"Thermal seed amplitude: {seed*1e9:.4f} nm")
print(f"Neck radius at stop: {neck_stop*R*1e9:.2f} nm")
print(f"Time to that neck, nonlinear: {neck_time*R**4/B*1e3:.2f} ms")
print(f"Time to that neck, linear: {linear_neck_time*R**4/B*1e3:.2f} ms")
print(f"Relative volume error in run: {volume_error:.1e}")
print(f"Final/initial area in run: {area_ratio:.4f}")
print(f"Bead radius, one per wavelength: {bead_radius*1e9:.2f} nm")
print(f"Curvature energy/thermal energy: {gibbs:.3f}")
print(f"Exponential-density rate factor: {gibbs_factor:.2f}")
print(f"Growth time with that factor: {tau/gibbs_factor*1e3:.3f} ms")
print(f"Wavelength with that density law: {gibbs_search.x:.4f} R")
print(f"Hot operating temperature: {hot_T:.0f} K")
print(f"Growth time when hot: {hot_tau*1e3:.4f} ms")
print(f"Assumed migration-energy error: {barrier_error:.2f} eV")
print(f"Rate factor from it: {np.exp(barrier_error*charge/(k_B*T)):.2f}")
print(f"Assumed stiffness ratio: {stiffness_ratio:.2f}")
print(f"Fastest wavelength at that ratio: {aniso_wave*R*1e9:.2f} nm")
print(f"Best finite-length mode, half-waves: {best_mode}")
print(f"Its wavelength: {2*L/best_mode*1e9:.2f} nm")
print(f"Its growth time: {best_mode_tau*1e3:.3f} ms")
print(f"Shortest unstable filament: {np.pi*R*1e9:.2f} nm")
print(f"Atomic size/radius: {volume_atom**(1/3)/R:.3f}")
print(f"Atoms in one cross-section: {np.pi*R**2/volume_atom**(2/3):.0f}")
print(f"Capillary pressure: {gamma/R*1e-9:.2f} GPa")
print(f"Assumed oxide shear modulus: {shear_modulus*1e-9:.0f} GPa")
print(f"Elastic resistance/capillary drive: {elastic_ratio:.0f}")
print("tests ok")
```

Printed output:

```
3D geometry, largest rate error: 4.8e-11 B/R^4
Fastest wavelength, formula: 8.8858 R
Fastest wavelength, numerical search: 8.8858 R
Largest growth rate, numerical: 0.25000 B/R^4
Long test cylinder length: 100 R
Leading mode, whole waves in it: 11
Unstable modes (sine and cosine): 30
Radius R: 2.0 nm
Filament length L: 20.0 nm
Surface energy: 1.0 J/m2
Atomic volume: 0.017 nm3
Surface site density: 15.13 nm^-2
Diffusion prefactor: 1.0e-03 cm2/s
Migration energy: 0.40 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Surface diffusion coefficient: 1.907e-10 cm2/s
Coefficient B: 2.012e+04 nm4/s
Critical wavelength: 12.57 nm
Fastest wavelength: 17.77 nm
Growth time (factor e): 3.180 ms
Thermal seed amplitude: 0.0644 nm
Neck radius at stop: 0.60 nm
Time to that neck, nonlinear: 7.09 ms
Time to that neck, linear: 9.80 ms
Relative volume error in run: 6.5e-07
Final/initial area in run: 0.9733
Bead radius, one per wavelength: 3.76 nm
Curvature energy/thermal energy: 2.052
Exponential-density rate factor: 7.78
Growth time with that factor: 0.409 ms
Wavelength with that density law: 8.8858 R
Hot operating temperature: 358 K
Growth time when hot: 0.3094 ms
Assumed migration-energy error: 0.05 eV
Rate factor from it: 6.92
Assumed stiffness ratio: 1.50
Fastest wavelength at that ratio: 21.77 nm
Best finite-length mode, half-waves: 2
Its wavelength: 20.00 nm
Its growth time: 3.328 ms
Shortest unstable filament: 6.28 nm
Atomic size/radius: 0.129
Atoms in one cross-section: 190
Capillary pressure: 0.50 GPa
Assumed oxide shear modulus: 40 GPa
Elastic resistance/capillary drive: 320
tests ok
```
